# The degenerate P–F antibonding pair of PF3 as π acceptor, part 2

The question is how PF3 can accept charge from metal $\pi$ orbitals through its P–F antibonding orbitals. The metal and PF3 share a threefold axis, with symmetry group $C_{3v}$ (species $A_1$, $A_2$, $E$). Phosphorus is at the origin, the metal on the positive $z$ axis, and the fluorine atoms are tilted towards negative $z$ at azimuths $\varphi_i=0,\ \frac{2\pi}{3},\ \frac{4\pi}{3}$. Orbitals are real and the algebra is in atomic units; numerical results are in eV and angstrom. Rotations act on functions by $(C_3f)(\mathbf r)=f(C_3^{-1}\mathbf r)$.

The three equivalent normalised antibonds $\chi_i$ have mutual overlap $S$. With the Fock operator $\hat F$, $\alpha=\langle\chi_i|\hat F|\chi_i\rangle$ and $\beta=\langle\chi_i|\hat F|\chi_j\rangle$ for $i\neq j$. They form an $E$ pair and one $A_1$ orbital:

$$
e_x=\frac{2\chi_1-\chi_2-\chi_3}{\sqrt{6(1-S)}},\qquad
e_y=\frac{\chi_2-\chi_3}{\sqrt{2(1-S)}},\qquad
a_1=\frac{\chi_1+\chi_2+\chi_3}{\sqrt{3(1+2S)}} .
$$

The pair changes as $(x,y)$ under every operation. The energies are

$$
\varepsilon_e=\frac{\alpha-\beta}{1-S},\qquad
\varepsilon_{a_1}=\frac{\alpha+2\beta}{1+2S}.
$$

On phosphorus, within the valence s and p set,

$$
e_x\big|_{\mathrm P}
=\sqrt{\frac32}\,\frac{t}{\sqrt{1-S}}\;p_x ,
$$

where $t>0$ is the coefficient of the outward 3p lobe of $\chi_i$ in the $xy$ plane; $e_y$ has the same coefficient for $p_y$.

The example uses restricted Hartree–Fock (RHF) with the def2-SVP basis, P–F distances of 1.57 angstrom and F–P–F angles of 98°. The minimal set consists of 24 orthonormal atom-like orbitals (intrinsic atomic orbitals) and contains the 21 occupied orbitals; its three remaining dimensions are the antibonding space. There $\chi_i$ is the normalised function with the largest population on F$_i$. The results are $S=0.202$, $\alpha=8.44$ eV, $\beta=3.04$ eV, $t=0.6487$, $\varepsilon_e\approx6.76$ eV and $\varepsilon_{a_1}\approx10.34$ eV. The cross terms between the phosphorus and fluorine parts contribute $+13.6$ eV to $\langle e_x|\hat F|e_x\rangle$.

## Overlap with the metal and acceptance of charge

The symbols carried over are these. The orbitals $e_x$ and $e_y$ are the degenerate P–F antibonding pair of PF3, formed from three equivalent antibonds, and $a_1$ is the symmetric combination. Phosphorus is at the origin, the metal at distance $R$ on the positive $z$ axis, and F1 in the $xz$ plane. Under the rotation $C_3$ the pair obeys $C_3e_x=c\,e_x+q\,e_y$ and $C_3e_y=-q\,e_x+c\,e_y$, with $c=-\tfrac12$ and $q=\tfrac{\sqrt3}{2}$. The reflection $y\to-y$ keeps $e_x$ and reverses $e_y$. In the RHF calculation on PF3, 0.79 of the weight of $e_x$ is phosphorus $3p_x$.

Let $z'=z-R$ be the height measured from the metal. The metal orbitals $d_{xz}$ and $d_{yz}$ are $xz'$ and $yz'$ times a common function of the distance from the metal. All operations of $C_{3v}$ leave $z'$ unchanged, so these two orbitals change as $x$ and $y$, and therefore as $e_x$ and $e_y$.

This agreement determines the pattern of the overlaps. The reflection $y\to-y$ keeps $d_{xz}$ and $e_x$ and reverses $d_{yz}$ and $e_y$. An overlap between an even and an odd function equals its own negative, so

$$
\langle d_{xz}|e_y\rangle=\langle d_{yz}|e_x\rangle=0 .
$$

A rotation applied to both functions leaves an overlap unchanged. Hence

$$
\begin{aligned}
\langle d_{xz}|e_x\rangle
&=\langle c\,d_{xz}+q\,d_{yz}\,|\,c\,e_x+q\,e_y\rangle\\
&=c^2\langle d_{xz}|e_x\rangle+q^2\langle d_{yz}|e_y\rangle .
\end{aligned}
$$

Since $1-c^2=q^2$ and $q\neq0$, the two remaining overlaps are equal:

$$
\langle d_{xz}|e_x\rangle=\langle d_{yz}|e_y\rangle\equiv s_\pi .
$$

The orbital $d_{z^2}$ is unchanged by every operation. Its overlap with $e_y$ vanishes by reflection. Its overlap with $e_x$ satisfies

$$
\langle d_{z^2}|e_x\rangle=\langle d_{z^2}|c\,e_x+q\,e_y\rangle=c\,\langle d_{z^2}|e_x\rangle ,
$$

and because $c\neq1$ it vanishes too. The same argument shows that $a_1$ has no overlap with $d_{xz}$ or $d_{yz}$. The separation into a $\sigma$ part and a $\pi$ part is thus a consequence of the symmetry. It holds for matrix elements of the Hamiltonian as well, as long as the Hamiltonian itself has the symmetry $C_{3v}$.

Symmetry is less selective towards the two remaining d orbitals. With $\varphi$ the azimuth about the axis, $d_{x^2-y^2}$ varies as $\cos2\varphi$ and $d_{xy}$ as $\sin2\varphi$. The rotation $C_3$ replaces $\varphi$ by $\varphi-2\pi/3$, and $\cos(2\varphi-4\pi/3)=\cos(2\varphi+2\pi/3)$, so

$$
\begin{aligned}
C_3\cos2\varphi&=c\cos2\varphi+q\,(-\sin2\varphi),\\
C_3(-\sin2\varphi)&=-q\cos2\varphi+c\,(-\sin2\varphi).
\end{aligned}
$$

The pair $(d_{x^2-y^2},-d_{xy})$ therefore also changes as $(x,y)$. A threefold axis cannot distinguish one unit of angular momentum about $z$ from two units of the opposite sense, because the two differ by three. By the argument already used for the $\pi$ pair,

$$
\langle d_{x^2-y^2}|e_x\rangle=-\langle d_{xy}|e_y\rangle\equiv s_\delta .
$$

A $\delta$ overlap is thus allowed. Whether PF3 acts mainly as a $\pi$ acceptor depends on the relative size of $s_\pi$ and $s_\delta$, which the group does not supply.

Ruthenium serves to find these sizes. Its 4d orbital is taken from a Hartree–Fock calculation on the spherically averaged atom in the configuration $4d^8$ (5s empty), with an effective core potential in place of the inner shells, and the Ru–P distance is set to a rough 2.20 angstrom. Neither the metal orbital nor PF3 is allowed to respond to the other, and the values found belong to this choice of metal orbital. The overlaps are

$$
|s_\pi|=0.198,\qquad |s_\delta|=0.0034 .
$$

The $\delta$ overlap is smaller by a factor of nearly 60. Both numbers move with the settings. With def2-TZVP on PF3 they become 0.193 and 0.0039, a factor of about 50. The metal configuration matters more: $|s_\pi|$ is 0.179 for $4d^75s^1$, the ground configuration of the free atom, and 0.162 for $4d^65s^2$, with factors of 63 and 69. The overlaps that symmetry forbids are found below $5\times10^{-5}$. In this case, then, the acceptor pair is of $\pi$ type in practice as well as in name.

With the chosen axes $s_\pi$ is negative. On the side of the metal that faces phosphorus $z'$ is negative, so the lobe of $d_{xz}$ at positive $x$ is negative there, while that of $p_x$ is positive. Reversing the sign of the metal orbital would make $s_\pi$ positive, and no energy depends on this choice.

The phosphorus part of $e_x$ provides 0.905 of the overlap and the fluorine part 0.095, with the same sign. This division refers to the orthonormal atom-like orbitals. Orthogonalisation gives each of them tails on neighbouring atoms, so the size and even the sign of the fluorine share depend on how the orbital is divided: a division by the basis functions themselves gives $-0.14$, and a division by Löwdin-orthogonalised basis functions $-0.05$. The share should not be read as a direct overlap between ruthenium and fluorine.

The role of phosphorus 3d functions can be judged in two ways. When the weight of $e_x$ is distributed over the full basis by Löwdin's symmetric orthogonalisation, phosphorus p functions receive 0.69 and phosphorus d functions 0.05. When the d functions are removed from the phosphorus basis and the calculation is repeated, with geometry and metal orbital held fixed, the $\pi$ overlap changes from 0.1982 to 0.1973, which is a relative change of about 0.5%. At this level of theory the acceptor pair exists, and overlaps with the metal almost equally well, without any phosphorus 3d function. The small d share is partly built in, because $e_x$ is cut from a minimal s and p set. The lowest empty RHF pair in the full basis has a d share of 0.15 (0.19 with def2-TZVP), although its $\pi$ overlap also changes little when the d functions are removed, from 0.256 to 0.253. The statement concerns the overlap only: without d functions the energy of the pair moves from 6.76 to 6.10 eV.

The overlap depends on distance more strongly. At 2.40 angstrom it has fallen to 0.162, which is 0.816 of its value at 2.20 angstrom, with both fragments held fixed.

Next, let PF3 be turned about the Ru–P axis by an angle $\omega$ while the metal orbitals stay in place. Let $D$ be the operator of this rotation. Moving it to the other side of the overlap gives $\langle d|De\rangle=\langle D^{-1}d|e\rangle$, and

$$
D^{-1}d_{xz}=\cos\omega\,d_{xz}-\sin\omega\,d_{yz},\qquad
D^{-1}d_{yz}=\sin\omega\,d_{xz}+\cos\omega\,d_{yz}.
$$

With rows $d_{xz},d_{yz}$ and columns $De_x,De_y$, the overlap matrix becomes

$$
M_\pi(\omega)=s_\pi
\begin{pmatrix}\cos\omega&-\sin\omega\\ \sin\omega&\cos\omega\end{pmatrix}
\equiv s_\pi\mathcal R(\omega),\qquad
M_\pi M_\pi^{T}=s_\pi^2\,\mathbf 1 .
$$

What one member of the pair loses in overlap the other gains. If the coupling in the Hamiltonian is proportional to the overlap, the matrix $\mathcal R(\omega)$ can be removed altogether by choosing new axes within the degenerate acceptor pair, and no level depends on $\omega$. This remains true when $d_{xz}$ and $d_{yz}$ have different energies, because only the degeneracy of the acceptors has been used. The $\pi$ interaction then gives PF3 no preferred orientation about the bond.

A separate RHF calculation on PF3 turned by 25° tests the formula. It gives $-0.1796$ and $+0.0838$ in the row of $d_{xz}$, and $-0.0838$ and $-0.1796$ in the row of $d_{yz}$. The prediction is $-0.1982\cos25^\circ=-0.1796$ for the diagonal elements and $\pm0.1982\sin25^\circ=\pm0.0838$ for the others.

The $\delta$ overlap qualifies this freedom. In the basis $(d_{x^2-y^2},-d_{xy})$ the angle enters doubled and with the opposite sense, so that $M_\delta(\omega)=s_\delta\mathcal R(-2\omega)$. The acceptor pair then links the $\pi$ and $\delta$ orbitals of the metal through

$$
M_\pi M_\delta^{T}=s_\pi s_\delta\,\mathcal R(\omega)\,\mathcal R(2\omega)=s_\pi s_\delta\,\mathcal R(3\omega).
$$

When other ligands fix the directions of the metal orbitals, a dependence on orientation can enter through this product. Relative to $s_\pi^2$ its size is $|s_\delta/s_\pi|\approx0.02$. Steric contact between ligands, which may matter more, lies outside this description.

An orbital of the right symmetry accepts charge when it is coupled to a filled orbital and is not too far above it. Consider one filled metal orbital, whose energy is taken as zero, and one empty ligand orbital at the energy $\Delta>0$. Let $V$ be their coupling, and neglect their overlap for the moment. The energies satisfy

$$
\begin{vmatrix}-E&V\\ V&\Delta-E\end{vmatrix}=E^2-\Delta E-V^2=0 ,
$$

and the lower root is

$$
E_-=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+V^2}\,.
$$

It is negative for any nonzero $V$, so the filled level is stabilised. The share of the ligand in this level follows from the derivative of the energy. For a normalised eigenvector with ligand coefficient $b$, the changes of the coefficients do not contribute to first order, and $\Delta$ appears in the energy as $b^2\Delta$. Therefore

$$
w\equiv b^2=\frac{dE_-}{d\Delta}
=\frac12-\frac{\Delta}{4\sqrt{\Delta^2/4+V^2}}
=\frac12\left[1-\frac{\Delta}{\sqrt{\Delta^2+4V^2}}\right].
$$

For $|V|\ll\Delta$, expansion of the square roots gives $E_-\approx-V^2/\Delta$ and $w\approx V^2/\Delta^2$. For $\Delta\to0$ the level falls by $|V|$ and the electron is shared equally. For $V=0$ nothing is transferred, whatever the symmetry. A matching species is a necessary condition for acceptance, and the ratio $V/\Delta$ determines its extent. A metal without electrons in $d_{xz}$ and $d_{yz}$ has no d electrons of $\pi$ type to give.

Because the $\pi$ block of the overlap is diagonal for $\omega=0$, the two pairs $(d_{xz},e_x)$ and $(d_{yz},e_y)$ are independent copies of this problem. For a numerical estimate the coupling is set to $V=K|s_\pi|$ in size, with the round model parameters $K=10$ eV and $\Delta=10$ eV. These are not data for ruthenium. Then

$$
\begin{aligned}
|V|&=10\times0.1982\ \text{eV}=1.98\ \text{eV},\\
E_-&=5-\sqrt{25+1.982^2}\ \text{eV}\approx-0.38\ \text{eV},\\
w&=\frac12\left[1-\frac{10}{\sqrt{100+4\times1.982^2}}\right]\approx0.035 .
\end{aligned}
$$

Two filled $\pi$ orbitals hold four electrons, so PF3 accepts $4w\approx0.14$ electron in this model. The leading-order energy $-V^2/\Delta$ would be $-0.39$ eV, close to the full root.

The estimate keeps a single ligand pair. It omits the other empty orbitals of species $E$ (the projection of $d_{xz}$ on the whole empty space has norm 0.31, against the 0.198 used here) and the filled ones (norm 0.065), which repel the metal electrons. Two further omitted terms can be sized within the model. The first is the overlap between metal and ligand. With the coupling element $-Ks_\pi$ and the overlap $s_\pi$, the off-diagonal element of the secular problem is $-s_\pi(K+E)$, and the condition becomes

$$
E(E-\Delta)=s_\pi^2(K+E)^2 .
$$

For the lower root $E$ is negative, so the effective coupling is reduced. The root is $-0.353$ eV in place of $-0.378$ eV, and the stabilisation is smaller by 7% of the simpler value. The accepted charge is more sensitive, because part of the electron density now belongs to the overlap region and has to be divided between metal and ligand. An equal division, as in Mulliken's analysis, gives about 0.26 electron in place of 0.14, so the charge depends on how it is counted. The second term is the $\delta$ coupling. If all four metal orbitals had the same energy, $s_\pi^2$ would be replaced by $s_\pi^2+s_\delta^2$, a relative increase of about $3\times10^{-4}$. Its effect on the energy is of order $10^{-4}$ eV.

The gap $\Delta$ was not taken from the orbital energies of free PF3, for a reason that these energies make plain. The pair lies at 6.76 eV in the minimal set, while the two lowest empty RHF orbitals in the full basis lie at 4.29 eV and are degenerate. These two contain 0.90 of $e_x$. Both figures depend strongly on the basis: def2-TZVP gives 3.46 eV and 0.77, and aug-cc-pVDZ, with diffuse functions, 1.78 eV and 0.24. The minimal-set value is the higher one because $e_x$ is a mixture of the empty orbitals of the full basis, and the average energy of such a mixture cannot lie below the lowest of them. Both values are positive: at this level free PF3 does not bind an extra electron in the pair. They describe an electron added to the isolated molecule with all other orbitals frozen. In a complex the acceptor level is altered by the field of the metal, by relaxation and by correlation.

PF3 is known as a strong $\pi$ acceptor that forms volatile complexes with metals in low oxidation states, ruthenium among them, and this volatility is what makes such compounds of interest as precursors for metal films. The distance of 2.2 angstrom is a rough but ordinary value for a bond between ruthenium and such a ligand. The values of $K$ and $\Delta$ are the uncertain part of the estimate. At leading order and fixed $V$, halving the gap would double the stabilisation and quadruple the accepted charge (the full two-level formulas give factors of 1.8 and 3.1 for the present parameters), so 0.14 electron indicates a scale and is not a prediction for a compound. A longer bond acts in the opposite direction: at 2.40 angstrom, with $K$ and $\Delta$ fixed, the leading-order stabilisation is multiplied by $0.816^2\approx0.67$.

Real complexes also break the assumption of a single ligand on a threefold axis. Several PF3 ligands then draw on the same d electrons. If $n$ of them couple equally to one metal orbital and do not interact with each other, $V^2$ is replaced by $nV^2$. The total transfer grows with $n$, but more slowly than in proportion, because $w$ as a function of $V^2$ has a decreasing slope. Each ligand accordingly accepts less than it would alone. The surroundings also lower the symmetry at each ligand, so the zeros and equalities derived for the couplings hold approximately, to the extent that the field along each metal–phosphorus axis remains close to threefold. The numerical output that follows lists the main computed values.

## Computed results

```
P-F distance (input): 1.57 angstrom
F-P-F angle (input): 98.0 degree
Ru-P distance (input): 2.20 angstrom
occupied orbitals: 21; minimal orbitals: 24
antibonding orbitals left: 3
character under C3: 0.0000; mirror: 1.0000
times A1, A2, E occur: 1.000, 0.000, 1.000
antibond overlap S: 0.2021
alpha: 8.439 eV; beta: 3.042 eV
e energy, formula: 6.763 eV
e energies, direct: 6.763, 6.763 eV
a1 energy, formula: 10.344 eV; direct: 10.344 eV
e splitting below 0.001 eV: True
chi1 weight on P: 0.749
chi1 weight on F1: 0.193; on F2 and F3: 0.058
sigma share of the F1 part: 1.000
in-plane P 3p coefficient t of chi1: 0.6487
P 3p_x coefficient of e_x, formula: 0.8894
P 3p_x coefficient of e_x, direct: 0.8894
e_x weight on P: 0.791; on F: 0.209
P-F interaction energy in e_x: +13.59 eV
Lowdin share of P p functions: 0.690; P d: 0.047
two lowest RHF virtuals: 4.286, 4.286 eV
share of e_x in these two virtuals: 0.900
size of pi overlap with Ru 4d: 0.1982
P part / total pi overlap: 0.905
F part / total pi overlap: 0.095
size of delta overlap with Ru 4d: 0.0034
forbidden overlaps below 5e-05: True
size of pi overlap at 2.40 angstrom: 0.1617
size of pi overlap without P d functions: 0.1973
twist angle tested: 25.0 degree
twisted pi block, row xz: -0.1796, +0.0838
twisted pi block, row yz: -0.0838, -0.1796
model gap: 10.0 eV; coupling scale K: 10.0 eV
model coupling V: 1.982 eV
shift of the filled pi level: -0.3784 eV
ligand weight per pi electron: 0.0352
charge accepted from four pi electrons: 0.1407 electrons
shift with metal-ligand overlap kept: -0.3531 eV
shift with delta coupling kept: -0.3786 eV
shift with both kept: -0.3532 eV
```
